How Many Heralded Pair Sources Make a Near-Deterministic Single Photon?

**Problem**

A pump pulse drives a nonlinear waveguide that emits photons in pairs, one photon of each pair into a signal mode and its partner into a distinct idler mode. Both modes start in vacuum, and the pump is a classical field that is not depleted. The evolution of the two modes is

|ψ⟩ = exp[r(a†b† − ab)] |0,0⟩,

where a and b annihilate signal and idler photons and r ≥ 0 is the squeezing parameter, set by the pump power. An ideal detector counts the idler photons: it has unit efficiency, no dark counts and full number resolution. A pulse is a success if the detector reads "one", which announces a photon in the signal mode.

(a) What is the largest success probability per pulse, over all pump powers?

(b) N such sources are pumped independently. A lossless switch looks at the N readings and sends one announced photon to a common output. How many sources are needed for a photon to be delivered in at least 99 percent of the pulses?

(c) What pump power does the optimum require in a silicon waveguide 1 cm long, and how far do the losses of such a guide spoil the answer to (b)?

**A tempting solution**

Write x = tanh²r. The probability of no pair is 1 − x. One objection to strong pumping is that several pairs may appear at once, but a number-resolving detector recognises those pulses and removes them. What remains is the risk of an empty pulse, so the success probability is

1 − P₀ = x.

This tends to 1 as the pump grows. With x = 0.99 a single source reaches 99 percent, and no multiplexing is needed.

**Where it fails**

The value of P₀ is right, and so is the statement that the detector recognises pulses with several pairs. The fault is in the step from "recognised" to "harmless". Removing a pulse from the accepted set protects the quality of the accepted photons, but the removed pulse delivers nothing. It is a failure, just as an empty pulse is. The quantity 1 − P₀ counts every pulse with at least one pair, whereas success requires one pair and no more. Two probabilities have been confused: that of a single signal photon given the reading "one", which is indeed 1, and that of obtaining the reading at all. The second needs the whole pair distribution.

**The pair distribution**

The operators a†b† and ab change both photon numbers by the same amount. Starting from vacuum, the state therefore keeps the form

|ψ(r)⟩ = Σ c_n(r) |n,n⟩, with c₀(0) = 1 and all other c_n(0) = 0.

Differentiating the exponential gives d|ψ⟩/dr = (a†b† − ab)|ψ⟩. Each ladder operator supplies a square root, and the two roots are equal, so

a†b†|n,n⟩ = (n+1)|n+1,n+1⟩,
ab|n,n⟩ = n|n−1,n−1⟩.

Collecting the terms that multiply |n,n⟩ yields

dc_n/dr = n c_{n−1} − (n+1) c_{n+1}.

The solution is c_n = tⁿ/cosh r with t = tanh r. To verify it, use dt/dr = 1 − t² and d(1/cosh r)/dr = −t/cosh r:

dc_n/dr = [n tⁿ⁻¹(1 − t²) − tⁿ⁺¹]/cosh r
= [n tⁿ⁻¹ − (n+1) tⁿ⁺¹]/cosh r,

which is the right-hand side required. The initial values also agree. Since the evolution is unitary, two solutions with the same initial state stay at zero distance from each other, so this is the state sought.

With 1/cosh²r = 1 − tanh²r, the probability of n pairs is

P_n = c_n² = (1 − x)xⁿ.

The geometric series Σxⁿ = 1/(1 − x) confirms that the sum is 1. Differentiating that series gives Σn xⁿ = x/(1 − x)², so the mean number of pairs is

⟨n⟩ = x/(1 − x) = sinh²r.

If the idler count is one, the sum over |n,n⟩ collapses to its n = 1 term. The signal is then left in the pure state |1⟩, whatever the pump power.

**(a) The best single source**

The success probability is

P₁ = x(1 − x) = 1/4 − (x − 1/2)².

The square cannot be negative, so P₁ ≤ 1/4, with equality at x = 1/2. There tanh r = 1/√2, which gives r = 0.8814 and a mean of one pair per pulse.

At this optimum, half of the pulses are empty, a quarter contain one pair and a quarter contain two or more. For weak pumping P₁ ≈ x, and the failures are mostly empty pulses. For x near 1, P₁ ≈ 1 − x, and they are mostly pulses with too many pairs. The tempting solution's choice x = 0.99 gives P₁ = 0.99 × 0.01 = 0.0099, a success rate just below 1 percent in place of 99 percent.

**(b) The number of sources**

The output is empty if none of the N detectors reads "one". For independent sources the failure probabilities multiply:

F = (1 − P₁,₁)(1 − P₁,₂)…(1 − P₁,N) ≥ (3/4)ᴺ,

because every factor is at least 3/4. Equality holds when every source has x = 1/2, so unequal pumping cannot improve on this. The requirement F ≤ 0.01 then demands

(3/4)ᴺ ≤ 0.01.

Take logarithms and divide by ln(3/4). This number is negative, so the inequality turns round:

N ≥ ln(0.01)/ln(3/4) = 16.0078.

The number of sources is an integer, so **N = 17**. Sixteen sources miss the target very narrowly, with 98.998 percent, while seventeen give 99.248 percent. A simulation that draws random pair numbers for 17 sources at x = 1/2 gives 99.25 percent.

Pumping weakly is expensive with these detectors. At x = 0.10 each source succeeds with probability 0.09, and 49 sources are needed. Since P₁ is unchanged when x and 1 − x are exchanged, x = 0.90 needs 49 as well.

**What "single-mode" contributes**

The quarter belongs to one pair of modes. Suppose instead that each source emits into K equally squeezed, independent mode pairs (Schmidt modes), and that the detector counts all idler photons without telling the modes apart. One pair in total means one pair in any of the K modes and none in the others:

P₁ = K x(1 − x)ᴷ.

Setting the derivative to zero gives (1 − x)ᴷ − Kx(1 − x)ᴷ⁻¹ = 0, hence 1 − x = Kx and x = 1/(K+1). The maximum is

P₁,max = [K/(K+1)]ᴷ⁺¹.

For K = 1 this is 1/4. For K = 2 it is 8/27 = 0.2963, and 14 sources suffice. As K grows it tends to 1/e, the maximum for a Poisson distribution; at K = 1000 it is 0.3677, and 11 sources suffice.

The gain has a price. The announced photon is in any of K orthogonal modes with probability 1/K each, and nothing records which. Its purity, the sum of the squared probabilities, is K × (1/K)² = 1/K. Such a photon interferes poorly with others, which defeats many uses of a single-photon source.

**What ideal detection contributes**

Let each idler photon be registered with probability h. From n photons, the reading "one" arises with probability n h(1 − h)ⁿ⁻¹. Using Σn yⁿ⁻¹ = 1/(1 − y)² with y = x(1 − h), the total probability of this reading is

H = Σ (1 − x)xⁿ n h(1 − h)ⁿ⁻¹ = (1 − x)x h/[1 − x(1 − h)]².

At x = 1/2 the bracket equals (1 + h)/2, and

H = (h/4) × 4/(1 + h)² = h/(1 + h)².

The n = 1 term alone is h/4, so the fraction of readings that stem from one pair is

(h/4)/H = (1 + h)²/4.

For h = 0.90, H = 0.2493, almost the ideal quarter, but the fraction is 0.9025. The herald rate hardly reveals the fault: readings lost from one-pair pulses are nearly replaced by false ones from pulses with several pairs. A count of heralds therefore does not show that the source works as intended.

**(c) A silicon waveguide**

In a Kerr medium the field envelope obeys dA/dz = iγ|A|²A plus dispersion, with |A|² the power. A strong pump of power P acquires the phase γPz. A weak sideband a at angular frequency offset Ω acquires phase at twice that rate, since the pump enters the cross term twice, and it is coupled to the opposite sideband b. In the frame that rotates with the pump phase,

da/dz = i(2γP − γP + β₂Ω²/2)a + iγP b†,

where β₂ is the group-velocity dispersion. If β₂ is negative, the bracket vanishes at

Ω² = 2γP/|β₂|.

There da/dz = iγP b† and db†/dz = −iγP a, so d²a/dz² = (γP)²a. The solution over a length L is

a(L) = cosh(γPL) a(0) + i sinh(γPL) b†(0).

From vacuum this gives sinh²(γPL) photons on average in each sideband mode. Comparison with ⟨n⟩ = sinh²r shows that r = γPL; the factor i is a phase that can be absorbed into b.

Take rough typical values for a silicon strip guide at 1550 nm: Kerr index n₂ = 5 × 10⁻¹⁴ cm²/W, mode area S = 0.10 µm² and β₂ = −1 ps²/m. Then

γ = 2πn₂/(λS) = 2.027 W⁻¹cm⁻¹,
P = r/(γL) = 0.8814/(2.027 W⁻¹cm⁻¹ × 1 cm) = 435 mW.

With such rough inputs this means about 0.4 W; the further digits, here and below, only let the arithmetic be followed. It is the peak power of a flat-top pulse, and a 10 ps pulse carries 4.35 pJ. The phase-matched photons lie 2.11 THz from the pump, or about 17 nm.

At this power silicon absorbs pairs of photons. With a two-photon coefficient of 0.5 cm/GW, the rate constant is τ = 0.5 W⁻¹cm⁻¹, and the pump obeys

dP/dz = −αP − τP²,

where α describes a propagation loss of 2 dB/cm. At fixed input power, the pump falls to 234 mW at the end of the guide. If phase matching is taken to hold all along the guide, the squeezing is the integral of γP over the length. It drops from 0.88 to 0.65, yet P₁ drops only to 0.22, because the maximum is flat.

The loss of the photons themselves matters more. The cross term carries the same factor of two as before, so a signal or idler photon is absorbed together with a pump photon at the rate 2τP. Over the full guide the depth is 2τPL = 0.435, and linear loss adds αL = 2 × ln(10)/10 = 0.46. In a crude and pessimistic picture where every pair is born halfway along, each photon survives with probability

exp[−(0.435 + 0.46)/2] = 0.64.

A detector of efficiency 0.90 brings the herald efficiency to h = 0.575. A tree of two-way switches needs 5 stages for 17 inputs, since 2⁴ < 17 ≤ 2⁵. If every input passes all five stages at 0.2 dB each, the tree transmits 0.794, so the signal transmission is s = 0.51. (An unbalanced tree can route 15 of the 17 inputs through four stages, which raises the final figure below by about one percentage point.)

Keeping x = 1/2 for this estimate, H = 0.575/1.575² = 0.232. One photon emerges from n with probability n s(1 − s)ⁿ⁻¹. The probability of one delivered photon, given a herald, is therefore

D = (1/H) Σ P_n · n h(1 − h)ⁿ⁻¹ · n s(1 − s)ⁿ⁻¹ = 0.48.

Of the other heralds, about 38 percent of the total deliver no photon and about 13 percent deliver two or more. Seventeen sources then deliver one photon with probability

[1 − (1 − 0.232)¹⁷] × 0.48 ≈ 0.48.

The bracket is still close to 0.99. Multiplexing continues to supply a herald in nearly every pulse, but a herald does not show whether the signal photon survives the guide and the switch. At the same pumping, adding sources would raise the bracket towards 1 and leave the factor D, at best, where it is.

**The model beside a real device**

The guide's parameters are rough, and the 48 percent is an estimate for them, not a prediction for a particular chip. The assumption of lossless photons fails badly here: loss moves the answer from 99 percent to roughly half. The estimate holds the pump power, and with it the squeezing, at its nominal value along the whole guide, and it places all pair creation midway. If gain, photon loss and pump decay are instead followed together along the guide, the 48 percent becomes about 57 percent. The difference comes from the midpoint picture, not from the pump decay: the guide then acts as a weaker lossless source followed by a transmission of about 0.79 per photon, not 0.64, and with the pump held constant the result is also about 57 percent.

The example also assumes that a single pair of Schmidt modes has been selected. The bare guide is far from this. Its gain extends over about 3 THz, while a 10 ps pulse has a bandwidth of only about 0.1 THz, so pairs appear in tens of modes. Without losses, an unfiltered pulse at 0.4 W would contain about 30 pairs in all, not one. The power found above is therefore the power that gives x = 1/2 in one mode pair, and narrow filters for signal and idler must remove the others. Filtering has a price even if the filters absorb nothing, because it can separate partners. In the weak-pumping limit, square filters 0.05 THz wide leave nearly one mode pair of a flat-top 10 ps pulse, but the partner of a photon that passes gets through in only about 44 percent of cases. Such losses are not included; added to the estimate above, they would lower the 48 percent to roughly 30 percent. Free carriers left by one pulse number about 3.7 × 10¹⁵ cm⁻³ at the entrance and at most about 3 × 10¹⁵ cm⁻³ averaged over the guide, an average that ignores the linear loss of the pump and any carriers left over from earlier pulses. They would add an absorption depth of no more than about 0.04 over the guide if they were all present while the photons passed, and this is not included. Nor is the index change they cause, which shifts the phase at the end of the pulse by somewhat less than a radian and so chirps it. Thermal photons at 300 K, about 4 × 10⁻¹⁴ per mode, are negligible. The remaining figures are in the numerical output below.

Computed values

```
IDEAL SOURCE
optimum squeezing r = 0.8814
x at optimum = 0.5000
mean pairs per pulse at optimum = 1.0000
probability of 0 pairs = 0.5000
probability of 1 pairs = 0.2500
probability of 2 pairs = 0.1250
probability of 3 pairs = 0.0625
probability of two or more pairs = 0.2500
one-photon fidelity after herald = 1.000000
ln(0.01)/ln(3/4) = 16.0078
success with 16 sources = 98.9977 percent
success with 17 sources = 99.2483 percent
simulated success, 17 sources = 99.25 percent
sources needed = 17
weak pumping: x = 0.10, P1 = 0.0900
sources needed at weak pumping = 49
best P1, two equal Schmidt modes = 0.2963
sources needed, two modes = 14
best P1, 1000 modes = 0.3677
sources needed, 1000 modes = 11
SILICON WAVEGUIDE (rough typical inputs)
pump wavelength = 1550 nm
Kerr index n2 = 5.0e-14 cm2/W
mode area = 0.10 um2
length = 1.0 cm
dispersion beta2 = -1.0 ps2/m
Kerr coefficient gamma = 2.027 1/(W cm)
peak power for x = 1/2: 435 mW
pulse length = 10 ps, energy = 4.35 pJ
phase-matched offset = 2.11 THz
same offset in wavelength = 16.9 nm
NEGLECTED EFFECTS
two-photon absorption = 0.5 cm/GW
propagation loss = 2.0 dB/cm
pump power at guide end = 234 mW
squeezing with pump losses = 0.651
P1 with pump losses only = 0.2203
cross-absorption depth, full length = 0.435
photon transmission from midway = 0.639
free-carrier cross-section = 1.45e-17 cm2
carrier density after pulse = 3.0e+15 cm-3
free-carrier absorption depth = 0.044
thermal photons per mode at 300 K = 3.7e-14
detector efficiency = 0.90
detector loss only: reading-one prob = 0.2493
detector loss only: one-pair fraction = 0.9025
switch = 5 stages of 0.2 dB
switch transmission = 0.794
total herald efficiency = 0.575
total signal transmission = 0.508
all losses: reading-one prob = 0.2318
all losses: one-pair fraction = 0.6203
one photon delivered, given herald = 0.4845
17 sources with all losses = 47.9 percent
```
